# Why Uniformly Shrunk Copper Lines Become Slower at Fixed Permittivity: a numerical check

```python
"""
Result under test: two diffuse surfaces a distance d apart raise the
resistivity of a metal film by the fraction 3*lambda*(1-p)/(8*d) when
d is large compared with the mean free path lambda. When a wire and its
surroundings shrink uniformly at fixed permittivity k, this size-dependent
resistivity is the only cause of a rise in its RC delay.
Symbols: p = specular probability, kappa = d/lambda, mu = direction cosine
to the surface normal, delta = 3*(1-p)/(8*kappa).
Film conductivities are relative to the bulk value.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve
from scipy.stats import qmc


def film_conductivity(kappa, p):
    """Derived angular integral for the film."""
    def integrand(mu):
        decay = np.exp(-kappa / mu)
        return (mu - mu**3) * (1 - decay) / (1 - p * decay)
    value = quad(integrand, 0, 1, epsabs=1e-12, epsrel=1e-11)[0]
    return 1 - 1.5 * (1 - p) / kappa * value


def kinetic_film(kappa, p, cells=2000, angles=40, rounds=20):
    """Discretized kinetic equation: mean conductivity and local profile."""
    nodes, weights = np.polynomial.legendre.leggauss(angles)
    mu, weights = (nodes + 1) / 2, weights / 2
    step = kappa / cells / mu
    keep = (1 - step / 2) / (1 + step / 2)
    gain = step / (1 + step / 2)

    def sweep(start):
        drift = np.empty((cells + 1, angles))
        drift[0] = start
        for i in range(cells):
            drift[i + 1] = keep * drift[i] + gain
        return drift

    returning = np.zeros(angles)
    for _ in range(rounds if p > 0 else 1):
        up = sweep(p * returning)
        down = sweep(p * up[-1])
        returning = down[-1]
    profile = 0.75 * (up + down[::-1]) @ (weights * (1 - mu**2))
    mean = np.mean((profile[1:] + profile[:-1]) / 2)
    return mean, profile


def shape_capacitance(width, mesh):
    """C'/(k*eps0) for height 2d, side gap d, vertical gap 2d.
    Every second line is at 1 V; other lines and planes are at 0 V.
    One quarter of the symmetric cell is solved."""
    m = int(round(width / (2 * mesh)))
    nx, ny = 4 * m, 6 * m
    index = np.arange((nx + 1) * (ny + 1)).reshape(nx + 1, ny + 1)
    horizontal = np.ones((nx, ny + 1))
    horizontal[:, [0, -1]] = 0.5
    vertical = np.ones((nx + 1, ny))
    vertical[[0, -1], :] = 0.5
    a = np.concatenate([index[:-1].ravel(), index[:, :-1].ravel()])
    b = np.concatenate([index[1:].ravel(), index[:, 1:].ravel()])
    w = np.concatenate([horizontal.ravel(), vertical.ravel()])
    size = index.size
    matrix = coo_matrix(
        (np.concatenate([w, w, -w, -w]),
         (np.concatenate([a, b, a, b]), np.concatenate([a, b, b, a]))),
        shape=(size, size)).tocsr()
    potential = np.zeros((nx + 1, ny + 1))
    fixed = np.zeros((nx + 1, ny + 1), dtype=bool)
    potential[:m + 1, :2 * m + 1] = 1
    fixed[:m + 1, :2 * m + 1] = True
    fixed[3 * m:, :2 * m + 1] = True
    fixed[:, -1] = True
    phi = potential.ravel()
    free = np.flatnonzero(~fixed.ravel())
    source = -(matrix @ phi)[free]
    phi[free] = spsolve(matrix[free][:, free].tocsc(), source)
    return 4 * phi @ (matrix @ phi)


def diffuse_wire(width, height, mfp, samples=2**17):
    """Conductivity of a rectangular wire, p = 0, by sampling the
    distance travelled since the last wall."""
    sampler = qmc.Sobol(4, scramble=True, seed=7)
    u = sampler.random(samples)
    angle = np.pi / 2 * u[:, 2]
    sine = np.sqrt(np.maximum(1 - u[:, 3]**(2 / 3), 1e-14))
    to_side = width * u[:, 0] / np.maximum(np.cos(angle), 1e-14)
    to_base = height * u[:, 1] / np.maximum(np.sin(angle), 1e-14)
    path = np.minimum(to_side, to_base) / sine
    return 1 - np.mean(np.exp(-path / mfp))


def ladder_half_time(cells=200):
    """Time to 50% at the open end, in units of total R times total C."""
    diagonal = np.full(cells, 2.0 * cells)
    diagonal[0], diagonal[-1] = 3.0 * cells, 1.0 * cells
    off = np.full(cells - 1, -1.0 * cells)
    matrix = np.diag(diagonal) + np.diag(off, 1) + np.diag(off, -1)
    rates, modes = np.linalg.eigh(cells * matrix)
    amplitude = modes[-1] * modes.sum(axis=0)
    return brentq(lambda t: amplitude @ np.exp(-rates * t) - 0.5, 0.1, 1)


# Film integral against the discretized kinetic equation.
for kappa, p in [(1.0, 0.0), (1.3, 0.5), (4.0, 0.2)]:
    numerical = kinetic_film(kappa, p)[0]
    assert abs(numerical - film_conductivity(kappa, p)) < 2e-5

# Specular walls must leave the bulk conductivity unchanged.
specular = kinetic_film(1.0, 1.0)[0]
assert abs(specular - 1) < 1e-6

# Thick-film law; its next term is of relative size delta.
for p in (0.0, 0.5):
    delta = 3 * (1 - p) / (8 * 20)
    mean, profile = kinetic_film(20.0, p)
    assert abs(1 / mean - 1 - delta) < 1.1 * delta**2 + 1e-5
    assert abs(profile[0] - (1 + p) / 2) < 1e-3
    assert abs(profile[len(profile) // 2] - 1) < 1e-3

# Accuracy of the linear law when d is at least one mean free path.
worst_total, worst_increase = 0.0, 0.0
for kappa in (1, 1.25, 1.5, 2, 3, 5, 10, 20):
    for p in (0, 0.25, 0.5, 0.75, 0.95):
        delta = 3 * (1 - p) / (8 * kappa)
        sigma = film_conductivity(kappa, p)
        remainder = sigma - 1 + delta
        decay = np.exp(-kappa)
        limit = delta * (1 - p) * decay / (1 - p * decay)
        assert -1e-10 < remainder < limit + 1e-10
        shortfall = 1 / sigma - 1 - delta
        assert shortfall > -1e-10
        worst_total = max(worst_total, shortfall * sigma)
        worst_increase = max(worst_increase, shortfall / (1 / sigma - 1))

# Same shape at three sizes on one absolute mesh. The tolerance allows
# for mesh error at conductor corners, which scales as mesh**(4/3).
widths = np.array([200.0, 100.0, 50.0])
mesh_nm = 2.5
raw = np.array([shape_capacitance(d, mesh_nm) for d in widths])
assert np.ptp(raw) / raw[0] < 0.03
refine = 2**(4 / 3) - 1
shape_c = raw[0] + (raw[0] - raw[1]) / refine
shape_check = raw[1] + (raw[1] - raw[2]) / refine
assert abs(shape_c / shape_check - 1) < 3e-3
plate_c = 2 * 2 / 1 + 2 * 1 / 2
assert plate_c < shape_c < raw[0] < raw[1] < raw[2]

# Delay factor of a distributed line.
delay_factor = 4 / np.pi**2 * np.log(8 / np.pi)
ladder_factor = ladder_half_time()
assert abs(ladder_factor - delay_factor) < 1e-3

# Wire sampling: film limit, then addition of surface contributions.
assert abs(diffuse_wire(1, 1e6, 1) - film_conductivity(1, 0)) < 1e-3
thick_increase = 1 / diffuse_wire(20, 40, 1) - 1
added_surfaces = 3 / 8 * (1 / 20 + 1 / 40)
# The tolerance covers second-order and corner terms.
assert abs(thick_increase / added_surfaces - 1) < 0.06

# Copper example; inputs are rough typical values.
rho_bulk = 1.7e-8
lattice = 0.361e-9
k_diel = 3.0
p_wall = 0.0
density = 4 / lattice**3
k_fermi = (3 * np.pi**2 * density)**(1 / 3)
rho_mfp = const.hbar * k_fermi / (density * const.e**2)
mfp = rho_mfp / rho_bulk
mfp_nm = mfp * 1e9
assert widths.min() > mfp_nm

# Resistance of a fully open plane, from counting conduction channels.
open_plane = const.h / (2 * const.e**2) * 4 * np.pi / k_fermi**2
assert abs(open_plane / (4 / 3 * rho_mfp) - 1) < 1e-10

length_ratio = 20000
exact = np.array([1 / film_conductivity(d / mfp_nm, p_wall)
                  for d in widths])
linear = 1 + 3 * mfp_nm * (1 - p_wall) / (8 * widths)
d_m = widths * 1e-9
resistance = rho_bulk * exact / (2 * d_m**2)
capacitance = k_diel * const.epsilon_0 * shape_c
lengths = length_ratio * d_m
delays = delay_factor * resistance * capacitance * lengths**2
bulk_delays = delays / exact
assert np.ptp(bulk_delays) / bulk_delays[0] < 1e-12
delay_rise = delays[-1] / delays[0]
fixed_rise = delay_rise * (lengths[0] / lengths[-1])**2
half_specular = 1 / film_conductivity(widths[-1] / mfp_nm, 0.5)
mean_small, local = kinetic_film(widths[-1] / mfp_nm, p_wall)
assert abs(mean_small * exact[-1] - 1) < 5e-5

# Effects outside the model, at the smallest width.
small = widths[-1]
wire_ratio = 1 / diffuse_wire(small, 2 * small, mfp_nm)
grain_reflection = 0.2
grain_increase = (4 / 3 * mfp_nm / small
                  * grain_reflection / (1 - grain_reflection))
liner_nm = 3.0
liner_factor = (2 * small**2
                / ((small - 2 * liner_nm) * (2 * small - liner_nm)))
temperature_coefficient, warming = 0.004, 75.0
heat = 1 + temperature_coefficient * warming
hot_ratio = 1 / film_conductivity(small * heat / mfp_nm, p_wall)
hot_total = heat * hot_ratio
cold_added = rho_bulk * (exact[-1] - 1) * 1e8
hot_added = rho_bulk * heat * (hot_ratio - 1) * 1e8
flight = lengths * np.sqrt(k_diel) / const.c
voltage = 1.0
field = voltage / (small * 1e-7) / 1e6

print(f"Bulk resistivity, input: {rho_bulk*1e8:.2f} uOhm cm")
print(f"Lattice constant, input: {lattice*1e9:.3f} nm")
print(f"Relative permittivity k, input: {k_diel:.1f}")
print(f"Specular probability p, input: {p_wall:.1f}")
print(f"Length/width, input: {length_ratio}")
print(f"Electron density: {density:.3e} m^-3")
print(f"Fermi wavenumber: {k_fermi*1e-9:.2f} nm^-1")
print(f"rho0*lambda: {rho_mfp:.3e} Ohm m^2")
print(f"Mean free path: {mfp_nm:.1f} nm")
print(f"Delay factor, formula: {delay_factor:.4f}")
print(f"Delay factor, ladder: {ladder_factor:.4f}")
for d, c in zip(widths, raw):
    print(f"C'/(k eps0), d={d:.0f} nm, fixed mesh: {c:.3f}")
print(f"C'/(k eps0), extrapolated: {shape_c:.3f}")
print(f"C'/(k eps0), plates only: {plate_c:.3f}")
print(f"C': {capacitance*1e9:.3f} fF/um")
for i, d in enumerate(widths):
    print(f"d={d:.0f} nm: d/lambda={d/mfp_nm:.2f}, "
          f"L={lengths[i]*1e3:.1f} mm")
    print(f"  rho/rho0: full {exact[i]:.3f}, linear {linear[i]:.3f}")
    print(f"  rho={rho_bulk*exact[i]*1e8:.3f} uOhm cm, "
          f"R'={resistance[i]*1e-6:.3f} Ohm/um")
    print(f"  50% delay={delays[i]*1e12:.1f} ps, "
          f"flight={flight[i]*1e12:.1f} ps")
print(f"Delay with bulk rho, all sizes: {bulk_delays[0]*1e12:.1f} ps")
print(f"Delay ratio 50/200 nm, scaled length: {delay_rise:.3f}")
print(f"Same ratio, linear law: {linear[-1]/linear[0]:.3f}")
print(f"Delay ratio 50/200 nm, fixed length: {fixed_rise:.2f}")
print(f"k cancelling the scaled rise: {k_diel/delay_rise:.2f}")
print(f"rho/rho0 at 50 nm for p=0.5: {half_specular:.3f}")
print(f"Specular control sigma/sigma0, d=lambda: {specular:.6f}")
print(f"Local sigma/sigma0 at wall, 50 nm: {local[0]:.3f}")
print(f"Local sigma/sigma0 at middle: {local[len(local)//2]:.3f}")
print(f"Linear law, d>=lambda: rho low by <= {100*worst_total:.1f} %")
print(f"  increase low by <= {100*worst_increase:.1f} %")
print("Neglected effects at d=50 nm:")
print(f"rho/rho0 with top and bottom scattering: {wire_ratio:.3f}")
print(f"Grain reflection {grain_reflection:.1f}, grain size d: "
      f"+{100*grain_increase:.0f} % of rho0")
print(f"Liner {liner_nm:.0f} nm: resistance factor {liner_factor:.3f}")
print(f"Temperature coefficient: {temperature_coefficient:.3f} /K")
print(f"Warming {warming:.0f} K: rho/rho0(cold)={hot_total:.3f}")
print(f"Surface part cold, hot: {cold_added:.3f}, "
      f"{hot_added:.3f} uOhm cm")
print(f"Fermi wavelength: {2*np.pi/k_fermi*1e9:.2f} nm")
print(f"Dielectric field at {voltage:.0f} V: {field:.2f} MV/cm")
print("PASS")
```

Printed output:

```
Bulk resistivity, input: 1.70 uOhm cm
Lattice constant, input: 0.361 nm
Relative permittivity k, input: 3.0
Specular probability p, input: 0.0
Length/width, input: 20000
Electron density: 8.502e+28 m^-3
Fermi wavenumber: 13.60 nm^-1
rho0*lambda: 6.573e-16 Ohm m^2
Mean free path: 38.7 nm
Delay factor, formula: 0.3788
Delay factor, ladder: 0.3787
C'/(k eps0), d=200 nm, fixed mesh: 7.069
C'/(k eps0), d=100 nm, fixed mesh: 7.075
C'/(k eps0), d=50 nm, fixed mesh: 7.089
C'/(k eps0), extrapolated: 7.065
C'/(k eps0), plates only: 5.000
C': 0.188 fF/um
d=200 nm: d/lambda=5.17, L=4.0 mm
  rho/rho0: full 1.078, linear 1.072
  rho=1.833 uOhm cm, R'=0.229 Ohm/um
  50% delay=260.6 ps, flight=23.1 ps
d=100 nm: d/lambda=2.59, L=2.0 mm
  rho/rho0: full 1.166, linear 1.145
  rho=1.983 uOhm cm, R'=0.992 Ohm/um
  50% delay=282.0 ps, flight=11.6 ps
d=50 nm: d/lambda=1.29, L=1.0 mm
  rho/rho0: full 1.353, linear 1.290
  rho=2.301 uOhm cm, R'=4.602 Ohm/um
  50% delay=327.2 ps, flight=5.8 ps
Delay with bulk rho, all sizes: 241.7 ps
Delay ratio 50/200 nm, scaled length: 1.255
Same ratio, linear law: 1.203
Delay ratio 50/200 nm, fixed length: 20.09
k cancelling the scaled rise: 2.39
rho/rho0 at 50 nm for p=0.5: 1.159
Specular control sigma/sigma0, d=lambda: 1.000000
Local sigma/sigma0 at wall, 50 nm: 0.472
Local sigma/sigma0 at middle: 0.820
Linear law, d>=lambda: rho low by <= 6.0 %
  increase low by <= 18.9 %
Neglected effects at d=50 nm:
rho/rho0 with top and bottom scattering: 1.521
Grain reflection 0.2, grain size d: +26 % of rho0
Liner 3 nm: resistance factor 1.172
Temperature coefficient: 0.004 /K
Warming 75 K: rho/rho0(cold)=1.647
Surface part cold, hot: 0.601, 0.590 uOhm cm
Fermi wavelength: 0.46 nm
Dielectric field at 1 V: 0.20 MV/cm
PASS
```
